\section*{Exact Quasichemical Pair Probabilities in a One-Dimensional Lattice Gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{From two sites to the infinite row}

\subsection*{Two answers from one assumption}

Molecules sit on a row of equivalent sites, such as the edge of a surface step. A site is empty or holds one molecule, a fraction $\theta$ of the sites is occupied, and each pair of occupied neighbours costs an energy $w$. We want the gas pressure that keeps this coverage steady at temperature $T$. Suppose that the molecules are placed at random. Two calculations then give two different pressures.

The first uses the free energy. Let $\varepsilon$ be the free energy of a lone adsorbed molecule, vibrations included. There is one bond per site, and both its ends are occupied with probability $\theta^2$. The free energy per site is therefore
\begin{equation}
f=\varepsilon\theta+w\theta^2+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
\end{equation}
Its derivative with respect to $\theta$ is the chemical potential,
\begin{equation}
\mu=\varepsilon+2w\theta+kT\ln\frac{\theta}{1-\theta}.
\end{equation}
Define the activity $z=e^{(\mu-\varepsilon)/kT}$ and the reduced interaction $u=w/kT$. Then
\begin{equation}
z_{\rm energy}=\frac{\theta}{1-\theta}\,e^{2u\theta}.
\label{mf}
\end{equation}

The second balances rates. Let a lone molecule leave at rate $k_0$, and let each occupied neighbour multiply this rate by $e^{u}$, since repulsion pushes the molecule out. An empty site fills at rate $k_0z$, whatever its neighbours. With random neighbours, each side contributes the average factor $1-\theta+\theta e^u$, so that
\begin{equation}
k_0z(1-\theta)=k_0\theta(1-\theta+\theta e^u)^2,\qquad
z_{\rm rate}=\frac{\theta}{1-\theta}(1-\theta+\theta e^u)^2.
\label{rr}
\end{equation}
The exponential is strictly convex, so $1-\theta+\theta e^u>e^{\theta u}$ for $u\ne0$ and $0<\theta<1$. Hence $z_{\rm rate}>z_{\rm energy}$ for repulsion and attraction alike. At $u=1.547$ and $\theta=0.6$ the two values are 15.5 and 9.6. The pressure is proportional to $z$, so one assumption has produced two pressures that differ by a factor of 1.6. The fault lies in the random placement: repelling molecules avoid one another. The correct pair probabilities remove the contradiction and give $z=11.1$.

\subsection*{Two sites, then three}

The row exchanges molecules with a gas at fixed $\mu$ and $T$, with $T>0$ and $w$ finite. Let $n_i=0$ or 1 be the occupation of site $i$. A configuration has the weight
\begin{equation}
\prod_i z^{n_i}\prod_i x^{n_in_{i+1}},\qquad x=e^{-w/kT}.
\end{equation}
Repulsion means $w>0$ and $x<1$; attraction means $x>1$.

For two sites joined by one bond, the four weights are $1,z,z,z^2x$, with sum $\Xi=1+2z+z^2x$. Let $P_{ab}$ be the probability that the left site has occupation $a$ and the right one $b$. Then
\begin{equation}
\frac{P_{11}P_{00}}{P_{10}P_{01}}
=\frac{(z^2x)(1)}{(z)(z)}=x.
\end{equation}
This has the form of a mass-action law for the exchange of two mixed pairs into one full and one empty pair, hence the name quasichemical. The activity has cancelled. For $w=0$ the ratio is 1, as it must be for independent sites.

Now add a third site. It interacts with site 2 through the factor $x$, and with site 1 through a factor $y$ that we keep free. Summing over the occupation of site 3 multiplies the weight of the pair $(a,b)$ on sites 1 and 2 by
\begin{equation}
C_{ab}=1+z\,y^a x^b .
\end{equation}
The cross ratio becomes
\begin{equation}
\frac{P_{11}P_{00}}{P_{10}P_{01}}
=x\,\frac{(1+zxy)(1+z)}{(1+zy)(1+zx)} .
\end{equation}
The numerator exceeds the denominator by $z+zxy-zx-zy=z(1-x)(1-y)$, which gives
\begin{equation}
\frac{P_{11}P_{00}}{P_{10}P_{01}}
=x\left[1+\frac{z(1-x)(1-y)}{(1+zx)(1+zy)}\right].
\label{three}
\end{equation}
The ratio equals $x$ if $x=1$ or $y=1$, and in no other case. With $y=1$ the sites form an open row, and the law holds for every $x$. With $y=x$ they form a closed ring, and the law fails unless $x=1$. With $y\ne1$ in general, the row has a second-neighbour interaction, and the law again fails unless $x=1$. For $x=1$ site 3 does not interact with site 2 and cannot carry correlation to it. What matters is whether sites 1 and 2 are linked by a second path of interactions that avoids their own bond.

\subsection*{An open row of any length}

Write $s_0=1$, $s_1=z$ for the site weights and $B_{ab}=x^{ab}$ for the bond weight. Let $L_a$ be the summed weight of everything up to and including site $i$, given $n_i=a$. Let $R_b$ be the same sum for site $i+1$ and everything beyond it, given $n_{i+1}=b$. The bond between $i$ and $i+1$ is all that joins the two parts, so
\begin{equation}
P_i(a,b)=\frac{L_aB_{ab}R_b}{\Xi}.
\end{equation}
In the cross ratio each of $L_0,L_1,R_0,R_1$ appears once above and once below:
\begin{equation}
\frac{P_i(1,1)P_i(0,0)}{P_i(1,0)P_i(0,1)}
=\frac{B_{11}B_{00}}{B_{10}B_{01}}=x .
\label{open}
\end{equation}
The law thus holds bond by bond in an open row of any length, even where the ends make the coverage uneven. Near an end $P_i(1,0)$ and $P_i(0,1)$ may differ, and both must be kept. The law applies to each bond separately; pair probabilities averaged over unlike bonds need not obey it.

\subsection*{The infinite row}

Far from the ends all sites are alike. To find their common pair probabilities, close $N$ sites into a ring and let $N$ grow. Give half of each site weight, as a factor $\sqrt{s_a}$, to each of its two bonds. This defines the transfer matrix
\begin{equation}
\mathsf T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&zx\end{pmatrix},
\qquad \Xi_N=\operatorname{Tr}\mathsf T^N .
\end{equation}
The trace appears because the last bond returns to the first site. The trace of $\mathsf T$ is $1+zx$ and its determinant is $z(x-1)$, so its eigenvalues solve $\lambda^2-(1+zx)\lambda+z(x-1)=0$. Since $(1+zx)^2-4z(x-1)=(1-zx)^2+4z$,
\begin{equation}
\lambda_\pm=\frac{1+zx\pm\Delta}{2},\qquad
\Delta=\sqrt{(1-zx)^2+4z}.
\end{equation}
Both $\Delta$ and $1+zx$ are positive, hence $|\lambda_-|<\lambda_+$.

Let $v=(v_0,v_1)$ be the normalized eigenvector of $\lambda_+$. The other eigenvector is orthogonal to it, so for any power $m$
\begin{equation}
(\mathsf T^m)_{ab}=\lambda_+^m v_av_b+\lambda_-^m(\delta_{ab}-v_av_b).
\label{spec}
\end{equation}
For $m=1$ the off-diagonal element reads $\sqrt z=\Delta v_0v_1$. The two components therefore have the same sign, and we take both positive.

Fixing the occupations of two neighbours on the ring leaves $N-1$ bonds to sum over:
\begin{equation}
P^{(N)}_{ab}=\frac{T_{ab}(\mathsf T^{N-1})_{ba}}{\operatorname{Tr}\mathsf T^N}.
\label{ring}
\end{equation}
As $N\to\infty$ the terms in $\lambda_-$ vanish relative to those in $\lambda_+$, and
\begin{equation}
P_{ab}=\frac{v_aT_{ab}v_b}{\lambda_+}.
\label{pinf}
\end{equation}
Summing over $b$ and using $\mathsf Tv=\lambda_+v$ gives the site probability $v_a^2$, so $\theta=v_1^2$. The diagonal elements of \eqref{spec} for $m=1$ give $T_{11}-T_{00}=\Delta(2\theta-1)$, and hence
\begin{equation}
\theta=\frac12\left[1+\frac{zx-1}{\sqrt{(1-zx)^2+4z}}\right].
\label{cov}
\end{equation}
For $x=1$ the root is $1+z$, and $\theta=z/(1+z)$, the Langmuir isotherm. In the cross ratio of \eqref{pinf} the eigenvector and $\lambda_+$ cancel. Here $P_{10}=P_{01}$, so
\begin{equation}
\frac{P_{11}P_{00}}{P_{10}^2}=\frac{T_{11}T_{00}}{T_{10}^2}=\frac{zx}{z}=x .
\label{qc}
\end{equation}

\subsection*{Pairs at given coverage}

An occupied site has a right neighbour that is either occupied or empty, so $P_{11}=\theta-P_{10}$. Likewise $P_{00}=1-\theta-P_{10}$. Insert both in \eqref{qc}:
\begin{equation}
(\theta-P_{10})(1-\theta-P_{10})=xP_{10}^2 .
\end{equation}
The left side is $\theta(1-\theta)-P_{10}+P_{10}^2$. Therefore
\begin{equation}
(1-x)P_{10}^2-P_{10}+\theta(1-\theta)=0 .
\end{equation}
For $x\ne1$ the roots are $(1\pm R)/[2(1-x)]$ with
\begin{equation}
R=\sqrt{1-4\theta(1-\theta)(1-x)} .
\end{equation}
A probability must satisfy $0\le P_{10}\le\min(\theta,1-\theta)\le\frac12$. For $x<1$ the upper sign gives more than $\frac12$; for $x>1$ it gives a negative number. The lower sign remains. Multiply its numerator and denominator by $1+R$ and use $1-R^2=4\theta(1-\theta)(1-x)$:
\begin{equation}
P_{10}=\frac{2\theta(1-\theta)}{1+R}.
\label{p10}
\end{equation}
This form also covers $x=1$, where $R=1$ and $P_{10}=\theta(1-\theta)$, the random value. For $x\to0$, $R\to|1-2\theta|$ and $P_{10}\to\min(\theta,1-\theta)$: up to half coverage no two molecules touch. For $x\to\infty$ at fixed $\theta$ between 0 and 1, $R$ grows without limit and $P_{10}\to0$: the molecules gather in long islands with few ends. For $\theta\to0$, $P_{10}\simeq\theta$ and $P_{00}\to1$, so \eqref{qc} gives $P_{11}\simeq x\theta^2$, the random value times one Boltzmann factor.

The activity follows from \eqref{pinf}. There $P_{10}/P_{00}=\sqrt z\,v_1/v_0$, while $v_1^2/v_0^2=\theta/(1-\theta)$. Squaring the first relation gives
\begin{equation}
z=\frac{1-\theta}{\theta}\,\frac{P_{10}^2}{P_{00}^2},
\qquad \lambda_+=\frac{v_0^2}{P_{00}}=\frac{1-\theta}{P_{00}}.
\label{iso}
\end{equation}
Replacing $\theta$ by $1-\theta$ exchanges $P_{11}$ and $P_{00}$ and leaves $P_{10}$ alone. Hence
\begin{equation}
z(\theta)\,z(1-\theta)=\frac{P_{10}^4}{P_{00}^2P_{11}^2}=\frac1{x^2}.
\label{sym}
\end{equation}
At half coverage $z=1/x$. The mean-field result \eqref{mf} gives the same value there, so a comparison made at half coverage alone would miss its error.

\subsection*{Correlations and the error of a finite ring}

Let $r=\lambda_-/\lambda_+$. Two sites $k$ apart in the infinite row are both occupied with probability $v_1(\mathsf T^k)_{11}v_1/\lambda_+^k$. By \eqref{spec} this equals $\theta[\theta+r^k(1-\theta)]$, so
\begin{equation}
\langle n_0n_k\rangle-\theta^2=\theta(1-\theta)r^k .
\end{equation}
For $k=1$ the left side is $\theta-P_{10}-\theta^2$. Hence $P_{10}=\theta(1-\theta)(1-r)$, and comparison with \eqref{p10} gives
\begin{equation}
r=1-\frac{2}{1+R}=\frac{R-1}{R+1}.
\label{r}
\end{equation}
Repulsion makes $r$ negative, and the correlation alternates in sign along the row. Attraction makes it positive.

For a finite ring put $\mathsf A=\mathsf T^{N-1}$ in \eqref{ring}. The cross ratio is $xA_{11}A_{00}/A_{10}^2$, and $A_{11}A_{00}=A_{10}^2+\det\mathsf A$. Here $\det\mathsf A=(\lambda_+\lambda_-)^{N-1}$, while \eqref{spec} gives $A_{10}=v_0v_1(\lambda_+^{N-1}-\lambda_-^{N-1})$. With $v_0^2v_1^2=\theta(1-\theta)$,
\begin{equation}
\frac{P_{11}P_{00}}{xP_{10}^2}-1
=\frac{r^{N-1}}{\theta(1-\theta)(1-r^{N-1})^2}.
\label{err}
\end{equation}
On the left stand the pairs of the ring; on the right, $\theta$ and $r$ belong to the infinite row at the same $z$. For $N=3$, $\det\mathsf A=z^2(1-x)^2$ and $A_{10}=\sqrt z(1+zx)$, which returns \eqref{three} with $y=x$. For $u=1.547$ and $\theta=0.6$, $r=-0.338$. The error relative to $x$ is $-1.8\%$ for 6 sites and $-0.024\%$ for 10. Strong attraction brings $r$ close to 1, and strong repulsion near half coverage brings it close to $-1$; in both cases a much longer ring is needed. At $\theta=\frac12$, where $R=\sqrt x$, the values $u$ and $-u$ give $r$ of the same size and opposite sign.

\section{Entropy, desorption and a row on a metal step}

\subsection*{What is carried over}

Each site of an infinite row is empty or singly occupied, with coverage $\theta$. Occupied neighbours cost $w$, and $u=w/kT$, $x=e^{-u}$. The activity $z$ is the ratio of occupied to empty probability for an isolated site. The ordered pair probabilities $P_{ab}$ obey
\begin{equation}
\begin{aligned}
P_{10}&=\frac{2\theta(1-\theta)}{1+R},\qquad
R=\sqrt{1-4\theta(1-\theta)(1-x)},\\
P_{11}&=\theta-P_{10},\qquad P_{00}=1-\theta-P_{10},
\end{aligned}
\label{summary}
\end{equation}
which is equivalent to $P_{11}P_{00}=xP_{10}^2$. The transfer matrix $\mathsf T$ has largest eigenvalue $\lambda_+$ with eigenvector $v$, where $v_1^2=\theta$, $v_0^2=1-\theta$ and $P_{ab}=v_aT_{ab}v_b/\lambda_+$. The activity is $z=(1-\theta)P_{10}^2/(\theta P_{00}^2)$.

\subsection*{Larger groups of sites}

A desorbing molecule feels two neighbours, so pairs alone are not enough: we need triples. Take first a block of $M$ consecutive sites. The infinite parts on either side contribute one eigenvector component each, and the probability of the occupations $a_1,\dots,a_M$ is
\begin{equation}
P(a_1,\dots,a_M)=\frac{v_{a_1}T_{a_1a_2}\cdots T_{a_{M-1}a_M}v_{a_M}}{\lambda_+^{M-1}} .
\end{equation}
Replace each $T_{ab}/\lambda_+$ by $P_{ab}/(v_av_b)$. Every interior site then collects a factor $1/v_a^2=1/P_a$, where $P_1=\theta$ and $P_0=1-\theta$. At the two ends the components cancel. Thus
\begin{equation}
P(a_1,\dots,a_M)=\frac{P_{a_1a_2}P_{a_2a_3}\cdots P_{a_{M-1}a_M}}{P_{a_2}\cdots P_{a_{M-1}}}.
\label{markov}
\end{equation}
This is a Markov chain: once the occupation of a site is known, what lies to its left says nothing more about what lies to its right. For three sites,
\begin{equation}
P(a,1,b)=\frac{P_{a1}P_{1b}}{\theta}.
\label{triple}
\end{equation}
For $x=1$ the pairs factor into single-site probabilities, and so does every block.

We now have the exact pair probabilities and activity of the infinite row, and the probability of any block of consecutive sites in terms of its pairs. It remains to derive the entropy, to show that desorption balances adsorption at the same pressure, and to apply the results to carbon monoxide on a platinum step.
